# Sieverts' Law from Equilibrium between Hydrogen Gas and a Metal

A piece of metal stands in hydrogen gas at temperature $T$ and pressure $p$. Molecules split at its surface, and single hydrogen atoms enter the metal, where they occupy interstitial sites. After a long time the amount of dissolved hydrogen no longer changes. The problem is to find this amount as a function of pressure and temperature.

The model is as follows.

- The metal has $M$ equivalent sites, $n_s$ per unit volume. A site is empty or holds one atom. Dissolved atoms do not interact, and $n_s$ depends neither on temperature nor on the hydrogen content.
- An atom in a site vibrates harmonically with the same quantum $\hbar\omega_s$ in three directions.
- The gas is ideal and consists of H$_2$ molecules of mass $m$. Free H atoms in the gas are neglected.
- $\Delta E$ is the energy of an atom at rest in its site, including the response of the metal, minus half the energy of an H$_2$ molecule at rest at its potential minimum. Zero-point energies are not part of $\Delta E$; they enter through the vibrational sums.

The energy of a molecule at rest at its potential minimum is taken as zero, so a dissolved atom at rest has energy $\Delta E$. SI units are used, with energies in eV in the numerical parts.

## (a) What condition fixes the equilibrium?

**Question.** Gas and metal share a closed container at fixed temperature and gas volume $V$. There are $n$ atoms in the metal and $N$ molecules in the gas. Find the relation between their chemical potentials at equilibrium.

**Solution.** At fixed temperature and volume, the equilibrium state minimizes the total free energy
$$F(n,N)=F_{\rm m}(n)+F_{\rm g}(N).$$
The two numbers are not independent, because the total number of atoms $A=n+2N$ is conserved. Hence $N=(A-n)/2$ and $dN/dn=-1/2$. With $\mu_{\rm H}=\partial F_{\rm m}/\partial n$ and $\mu_{{\rm H}_2}=\partial F_{\rm g}/\partial N$,
$$\frac{dF}{dn}=\mu_{\rm H}-\frac12\,\mu_{{\rm H}_2}=0
\quad\Longrightarrow\quad \mu_{{\rm H}_2}=2\mu_{\rm H}.$$
The factor 2 records that one molecule supplies two atoms. The path taken through the surface does not appear. A surface film can delay equilibrium, but if it leaves the bulk metal and the gas unchanged, it does not alter this condition.

## (b) What is the chemical potential of the dissolved atoms?

**Question.** Find $\mu_{\rm H}$ in terms of the filled fraction $\theta=n/M$.

**Solution.** First consider one atom in one site. An oscillator with quantum $\varepsilon$ has energies $(v+\tfrac12)\varepsilon$, $v=0,1,2,\dots$, so its partition function is a geometric series:
$$z_{\rm osc}(\varepsilon)=e^{-\varepsilon/2k_BT}\sum_{v=0}^{\infty}\left(e^{-\varepsilon/k_BT}\right)^v
=\frac{e^{-\varepsilon/2k_BT}}{1-e^{-\varepsilon/k_BT}} .$$
Three directions give the cube of this factor. The proton spin has two states. The atom's electron joins the electrons of the metal; the model puts its energy into $\Delta E$ and assigns it no separate spin factor. Therefore
$$q_s=2\,z_{\rm osc}(\hbar\omega_s)^3\,e^{-\Delta E/k_BT}.$$

The $n$ filled sites can be chosen in $M!/[n!(M-n)!]$ ways, and each filled site contributes a factor $q_s$:
$$Z_{\rm m}=\frac{M!}{n!\,(M-n)!}\,q_s^{\,n}.$$
For large numbers, Stirling's formula $\ln x!\approx x\ln x-x$ gives
$$\ln Z_{\rm m}\approx M\ln M-n\ln n-(M-n)\ln(M-n)+n\ln q_s,$$
since the linear terms $-M+n+(M-n)$ cancel. With $F_{\rm m}=-k_BT\ln Z_{\rm m}$,
$$\mu_{\rm H}=-k_BT\left[-\ln n-1+\ln(M-n)+1+\ln q_s\right]
=k_BT\ln\frac{\theta}{(1-\theta)\,q_s}.$$
Adding one atom multiplies the number of distinct arrangements by $(M-n)/(n+1)\approx(1-\theta)/\theta$. This factor is large at small $\theta$, which makes $\mu_{\rm H}$ low. It shrinks as the sites fill, and $\mu_{\rm H}$ rises.

## (c) What is the chemical potential of the gas?

**Question.** Find $\mu_{{\rm H}_2}$ in terms of $p$ and $T$, including rotation, vibration and nuclear spin.

**Solution.** In a box of side $L$, motion along one direction has energies $h^2k^2/(8mL^2)$ with $k=1,2,\dots$. For a box much wider than the thermal wavelength defined below, the sum may be replaced by an integral:
$$\int_0^\infty e^{-h^2k^2/(8mL^2k_BT)}\,dk
=\frac12\sqrt{\frac{8\pi mL^2k_BT}{h^2}}=\frac{L}{\Lambda},
\qquad \Lambda=\frac{h}{\sqrt{2\pi mk_BT}} .$$
Three directions give $V/\Lambda^3$.

The internal factor is $z_{\rm int}=z_{\rm rot}\,z_{\rm osc}(\hbar\omega_g)$, where $\hbar\omega_g$ is the vibrational quantum of H$_2$. The protons are identical fermions, so the molecular state must change sign when they are exchanged. The single antisymmetric spin state goes with even $J$, and the three symmetric ones go with odd $J$:
$$z_{\rm rot}=\sum_{J=0}^{\infty}g_J(2J+1)e^{-J(J+1)\Theta_r/T},\qquad
g_J=\begin{cases}1,&J\ \text{even}\\3,&J\ \text{odd.}\end{cases}$$
Here $\Theta_r$ is the rotational temperature. For $T\gg\Theta_r$ many levels contribute, and $g_J$ may be replaced by its average, 2. The Euler–Maclaurin formula for $f(J)=(2J+1)e^{-J(J+1)\Theta_r/T}$ gives
$$\sum_J f(J)\approx\int_0^\infty f\,dJ+\frac{f(0)}2-\frac{f'(0)}{12}
\approx\frac{T}{\Theta_r}+\frac12-\frac16 ,$$
because $f(0)=1$ and $f'(0)=2-\Theta_r/T\approx2$. Thus
$$z_{\rm rot}\approx\frac{2T}{\Theta_r}\left(1+\frac{\Theta_r}{3T}\right).$$
The numerical results below use the full level sum.

For $N$ identical molecules in a thin gas,
$$Z_{\rm g}=\frac1{N!}\left(\frac{Vz_{\rm int}}{\Lambda^3}\right)^N .$$
Stirling's formula and $F_{\rm g}=-k_BT\ln Z_{\rm g}$ give
$$\mu_{{\rm H}_2}=-k_BT\frac{\partial}{\partial N}\left[N\ln\frac{Vz_{\rm int}}{\Lambda^3}-N\ln N+N\right]
=k_BT\ln\frac{N\Lambda^3}{Vz_{\rm int}} .$$
The pressure is $p=-\partial F_{\rm g}/\partial V=Nk_BT/V$, so
$$\mu_{{\rm H}_2}=k_BT\ln\frac{p\Lambda^3}{k_BT\,z_{\rm int}} .$$

The stationary point found in (a) is a minimum. Differentiating $dF/dn$ once more, with $dN/dn=-1/2$, gives
$$\frac{d^2F}{dn^2}=\frac{\partial\mu_{\rm H}}{\partial n}+\frac14\frac{\partial\mu_{{\rm H}_2}}{\partial N}
=k_BT\left(\frac1n+\frac1{M-n}+\frac1{4N}\right)>0 .$$

## (d) How does the concentration depend on pressure?

**Question.** Find the filled fraction at any pressure, then examine the nearly empty and the nearly full metal.

**Solution.** Insert both chemical potentials into $2\mu_{\rm H}=\mu_{{\rm H}_2}$ and divide by $k_BT$:
$$2\ln\frac{\theta}{(1-\theta)q_s}=\ln\frac{p\Lambda^3}{k_BT\,z_{\rm int}} .$$
Halving both sides turns the right-hand side into the logarithm of a square root. Exponentiation then gives
$$\frac{\theta}{1-\theta}=r,\qquad
r=q_s\sqrt{\frac{p\Lambda^3}{k_BT\,z_{\rm int}}},\qquad
\theta=\frac{r}{1+r}.$$

When $r\ll1$, $\theta\approx r$. The concentration $c=n_s\theta$ is then
$$c=S(T)\sqrt p,\qquad
S(T)=n_sq_s\sqrt{\frac{\Lambda^3}{k_BT\,z_{\rm int}}} .$$
This is Sieverts' law. Its value divided by the full result is
$$\frac{r}{\theta}=1+r=\frac1{1-\theta},$$
so within this model the dilute law overestimates the filling, by the fraction $r$ of the true value.

In the opposite limit, $r\gg1$, the empty fraction is $1-\theta=1/(1+r)\approx1/r$, which falls as $p^{-1/2}$. The concentration saturates at $n_s$. This second limit is a property of the model; in a nearly full metal the neglected interactions between atoms can be important.

## (e) What does the exponent say about the dissolved particles?

**Question.** Suppose that hydrogen dissolved in units of $j$ atoms, one unit per site. How would the dilute concentration depend on pressure?

**Solution.** One unit uses $j/2$ molecules, so equilibrium requires $\mu_j=(j/2)\mu_{{\rm H}_2}$. The site counting of (b) still applies, with some site factor $q_j$ in place of $q_s$. For $\theta\ll1$,
$$\ln\frac{\theta}{q_j}=\frac j2\ln\frac{p\Lambda^3}{k_BT\,z_{\rm int}}
\quad\Longrightarrow\quad \theta\propto p^{\,j/2}.$$
Single atoms, $j=1$, give the square root. Whole molecules, $j=2$, give direct proportionality. For an ideal gas and a dilute solution that contains one kind of unit and no other dilute species, twice the exponent is therefore the number of atoms in that unit. The rule fails otherwise. If atoms and pairs coexist, the exponent lies between $1/2$ and $1$. If each atom splits into a proton and an electron that are both dilute and equal in number, as can happen in a non-metal, their product follows $\sqrt p$ and the concentration follows $p^{1/4}$.

The same result can be read from the chemical potentials. Doubling a dilute concentration of atoms raises $\mu_{\rm H}$ by $k_BT\ln2$. A molecule supplies two atoms, so $\mu_{{\rm H}_2}$ must rise by $2k_BT\ln2=k_BT\ln4$, which requires four times the pressure.

This was tested without using chemical potentials, by summing the statistical weights of all divisions of a fixed number of atoms between gas and metal. The mean filling and mean pressure at two total atom numbers gave an exponent of 0.5000 for single atoms and 0.9999 for whole molecules.

## (f) Does heating dissolve more hydrogen or less?

**Question.** Find the temperature dependence of $S$ and the quantity that decides its direction.

**Solution.** Let $\beta=1/k_BT$. From (d),
$$\ln S=\ln n_s+\ln q_s+\frac12\left[3\ln\Lambda+\ln\beta-\ln z_{\rm int}\right].$$
Since $\Lambda\propto\beta^{1/2}$, the first two terms in the bracket add up to $\tfrac52\ln\beta$ plus a constant. Define
$$\Delta H=-\frac{\partial\ln S}{\partial\beta}.$$

The negative $\beta$-derivative of the logarithm of a partition function is a mean energy. For an oscillator it is
$$u(\varepsilon)=-\frac{\partial}{\partial\beta}\left[-\frac{\beta\varepsilon}2-\ln(1-e^{-\beta\varepsilon})\right]
=\frac\varepsilon2+\frac{\varepsilon}{e^{\beta\varepsilon}-1}.$$
The site factor thus contributes $\Delta E+3u(\hbar\omega_s)$. The term $\tfrac54\ln\beta$ contributes $-\tfrac54k_BT$, and $-\tfrac12\ln z_{\rm int}$ contributes minus half the internal energy of a molecule. Together,
$$\Delta H=\Delta E+3u(\hbar\omega_s)-\frac12\left[\frac52k_BT+u_{\rm rot}+u(\hbar\omega_g)\right],$$
where $u_{\rm rot}$ is the mean rotational energy.

The bracket is the enthalpy of one gas molecule: $\tfrac32k_BT$ of translation, $k_BT$ from $pV$ per molecule, and the internal energy. Thus $\Delta H$ is the enthalpy of solution per atom, with the pressure–volume work of the metal neglected. Because $d\beta=-dT/(k_BT^2)$,
$$\frac{d\ln S}{dT}=\frac{\Delta H}{k_BT^2}.$$
If dissolution absorbs heat, $\Delta H>0$, solubility rises with temperature. If it releases heat, $\Delta H<0$, solubility falls. The sign of $\Delta E$ alone need not decide, because vibration and the loss of gas enthalpy also contribute.

## (g) How much hydrogen dissolves in a model metal?

**Question.** Take $n_s=10^{29}\ \mathrm{m^{-3}}$, $\hbar\omega_s=0.10$ eV and $\Delta E=0.20$ eV. Find $\theta$, $c$, $S$ and $\Delta H$ at 800 K and $10^5$ Pa.

**Solution.** The metal parameters are round model values. The H$_2$ data were computed with CCSD in the cc-pVTZ basis: bond length $7.43\times10^{-11}$ m, $\hbar\omega_g=0.5467$ eV and $\Theta_r=87.28$ K. For two electrons, CCSD gives the full solution within the chosen basis. The finite basis remains an approximation: the larger cc-pVQZ basis gives $7.42\times10^{-11}$ m, $0.5460$ eV and $87.46$ K, which changes $S$ at 800 K by about 0.2%. The harmonic, rigid-rotor treatment leaves out anharmonicity and the coupling of rotation to vibration, and this matters more. The exact rovibrational levels on the same potential curve raise $z_{\rm int}$ at 800 K from 0.361 to 0.391, which lowers $S$ and $c$ by about 4% and changes $\Delta H$ by about 0.001 eV. The numbers below belong to the harmonic, rigid-rotor model.

At 800 K, $k_BT=0.06894$ eV $=1.1045\times10^{-20}$ J and $\Lambda=4.348\times10^{-11}$ m. The rotational sum is 19.01. The estimate from (c) is $18.33\,[1+87.28/(3\times800)]=19.00$. With $z_{\rm osc}(\hbar\omega_g)=0.01897$,
$$z_{\rm int}=19.01\times0.01897\approx0.361 .$$
The small vibrational factor comes from the zero-point energy, since energies are counted from the potential minimum. The gas factor is
$$\frac{p\Lambda^3}{k_BTz_{\rm int}}
=\frac{10^5\,(4.348\times10^{-11})^3}{(1.1045\times10^{-20})(0.361)}
\approx2.06\times10^{-6},$$
with square root $1.436\times10^{-3}$. The site factor is
$$q_s=2\,(0.6325)^3\,(0.05496)=0.0278 .$$
Therefore
$$r=0.0278\times1.436\times10^{-3}=3.99\times10^{-5}.$$
About one site in 25,000 is filled, so $\theta\approx r$ to a relative error of $4\times10^{-5}$. The concentration is
$$c=n_s\theta=3.99\times10^{24}\ \mathrm{m^{-3}}=6.63\ \mathrm{mol\,m^{-3}},$$
and
$$S=\frac{c}{\sqrt p}=\frac{3.99\times10^{24}}{316.2}
=1.26\times10^{22}\ \mathrm{m^{-3}\,Pa^{-1/2}}.$$
Lowering the pressure from $10^5$ to $10^3$ Pa, by a factor of 100, lowers $c$ to $3.99\times10^{23}\ \mathrm{m^{-3}}$, by a factor of 10.

For the enthalpy, $e^{0.10/0.06894}=4.265$, so
$$3u(\hbar\omega_s)=3\left(0.0500+\frac{0.10}{3.265}\right)=0.242\ \mathrm{eV}.$$
In the gas, $\tfrac52k_BT=0.172$ eV and $u(\hbar\omega_g)=0.274$ eV. The approximate rotational sum is $2T/\Theta_r+2/3$, so
$$u_{\rm rot}=k_BT^2\frac{d\ln z_{\rm rot}}{dT}
\approx0.06894\times\frac{18.33}{19.00}=0.067\ \mathrm{eV}.$$
Hence
$$\Delta H\approx0.200+0.242-\tfrac12(0.172+0.067+0.274)\approx0.186\ \mathrm{eV}.$$

Dissolution absorbs heat. Accordingly, $S$ rises from $5.31\times10^{21}$ at 600 K to $2.21\times10^{22}\ \mathrm{m^{-3}\,Pa^{-1/2}}$ at 1000 K. The mean slope between these temperatures agrees with this enthalpy:
$$\frac{\ln(2.206\times10^{22}/5.307\times10^{21})}{(19.34-11.60)\ \mathrm{eV^{-1}}}
\approx0.184\ \mathrm{eV}.$$
It need not equal the value at 800 K, because $\Delta H$ varies with temperature.

The absolute solubility is sensitive to $\Delta E$. An increase of only 0.01 eV multiplies $S$ at 800 K by $e^{-0.01/0.06894}=0.865$. The square-root dependence on pressure is unaffected as long as the solution stays dilute.

## (h) When does the dilute law fail?

**Question.** Change $\Delta E$ to $-0.40$ eV and keep all other parameters. Compare Sieverts' law with the full isotherm, and state which other effects limit the law.

**Solution.** At 800 K the change multiplies $q_s$ by $e^{0.60/0.06894}\approx6.0\times10^3$. At $10^5$ Pa this gives $r=0.2405$. Sieverts' law takes this as the filled fraction, whereas the full isotherm gives
$$\theta=\frac{0.2405}{1.2405}=0.194 .$$
The dilute law is 24% too high relative to the full result. To keep this excess at 1%, $r$ must be 0.01, which requires
$$p=10^5\left(\frac{0.01}{0.2405}\right)^2\approx170\ \mathrm{Pa}.$$
Low pressure alone is thus no guarantee of dilution; the binding in the metal and the temperature matter as well.

The explicit sum over all divisions of the atoms tests this regime too. At a mean pressure of $1.103\times10^5$ Pa it gives $\theta=0.2017$. The full isotherm gives the same value to four digits, while Sieverts' law gives 0.2526.

For this host $\Delta H=-0.414$ eV at 800 K, so cooling increases the solubility. At 600 K, $S=5.816\times10^{26}\ \mathrm{m^{-3}\,Pa^{-1/2}}$, and at $10^5$ Pa
$$r=\frac{5.816\times10^{26}\times316.2}{10^{29}}=1.84 .$$
Sieverts' law would place 1.84 atoms in each site, which the model forbids. The full isotherm gives $\theta=1.84/2.84=0.65$.

Interactions can spoil the law before the sites run short. In a mean-field description, let the other atoms add an energy $w\theta$ to $\mu_{\rm H}$. The equilibrium condition becomes
$$\frac{\theta}{1-\theta}\,e^{w\theta/k_BT}=r .$$
The square root follows when both $\theta\ll1$ and $|w|\theta\ll k_BT$. Attraction, $w<0$, raises the filling at a given pressure, and repulsion lowers it. The logarithm of the left side has the slope $1/[\theta(1-\theta)]+w/k_BT$, whose first term is never less than 4. For $w<-4k_BT$ the slope is therefore negative over a range of $\theta$, and the condition can have three solutions at one pressure. It then does not fix the filling by itself. The values of $\theta$ for the second host omit this effect.

A dense gas requires another correction. Its fugacity $f$ is defined by writing
$$\mu_{{\rm H}_2}=k_BT\ln\frac{f\Lambda^3}{k_BT\,z_{\rm int}} .$$
If the pressure–volume work of the metal is still neglected, the derivation in (d) holds with $f$ in place of $p$, and a dilute solution obeys $c=S\sqrt f$. This becomes Sieverts' law in terms of pressure when the gas is thin enough for $f\approx p$. In a real metal each dissolved atom adds a volume $v_{\rm H}$, and the neglected work multiplies $c$ by $e^{-pv_{\rm H}/k_BT}$. For a typical $v_{\rm H}$ of $2\ \mathrm{cm^3\,mol^{-1}}$ this is a 3% reduction at $10^8$ Pa and 800 K, so at such pressures it should be kept together with the fugacity. The calculated values are collected in the numerical output below.

## Values computed for the example and the checks

```
H2 bond length, CCSD/cc-pVTZ: 7.4262e-11 m
H2 harmonic quantum: 0.5467 eV
H2 rotational temperature: 87.28 K
H2 mass: 3.34707e-27 kg
site density: 1.00e+29 m^-3
site quantum: 0.10 eV
Delta E, first host: 0.20 eV
Delta E, second host: -0.40 eV
temperature: 800 K; pressure: 1.0e+05 Pa
kB T: 0.06894 eV = 1.1045e-20 J
thermal wavelength: 4.3476e-11 m
z_rot, level sum: 19.014
z_rot, classical 2T/Theta: 18.333
z_osc of H2: 0.01897
z_int: 0.3608
z_osc of site, one direction: 0.6325
exp(-Delta E/kB T), first host: 0.05496
q_s, first host: 0.02781
p Lambda^3/(kB T z_int): 2.0623e-06
square root of it: 1.4361e-03
theta, first host: 3.9934e-05
S, first host: 1.2629e+22 m^-3 Pa^-1/2
c, first host: 3.9935e+24 m^-3
c, first host: 6.631 mol m^-3
c at 1e+03 Pa: 3.9935e+23 m^-3
c at 1e+04 Pa: 1.2629e+24 m^-3
c at 1e+05 Pa: 3.9935e+24 m^-3
c at 1e+06 Pa: 1.2629e+25 m^-3
Delta H, first host: 0.1857 eV
Delta H, second host: -0.4143 eV
S at 600 K, hosts 1, 2: 5.307e+21, 5.816e+26 m^-3 Pa^-1/2
S at 800 K, hosts 1, 2: 1.263e+22, 7.607e+25 m^-3 Pa^-1/2
S at 1000 K, hosts 1, 2: 2.206e+22, 2.330e+25 m^-3 Pa^-1/2
second host, dilute-law theta: 0.2405
second host, full theta: 0.1939
closed box, pressure exponent, atoms: 0.5000
closed box, exponent, whole molecules: 0.9999
closed box, second host, pressure: 1.1027e+05 Pa
closed box, second host, summed theta: 0.20166
same pressure, full isotherm theta: 0.20165
same pressure, dilute-law theta: 0.25259
```
